# Bound electron states of a finite quantum well: number and energies: a program that tests the result

```python
"""Bound states of a finite square well with constant effective mass.

Result under test: a well of width L = 2a and depth V0 has
    N = ceil(2*z0/pi) bound states, z0 = a*sqrt(2*m*V0)/hbar,
with energies E_n = V0*(z_n/z0)**2 above the well floor, where z_n solves
    z + arcsin(z/z0) = n*pi/2,   n = 1..N.
The probability of finding the electron outside the well is
    P_out = (E/V0)/(1 + kappa*a), kappa = sqrt(2*m*(V0-E))/hbar.
Independent road: diagonalization of a finite-difference Hamiltonian.
Units: lengths in nm, energies in meV.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal

MASS_RATIO = 0.067
WIDTH = 10.0
DEPTH = 250.0
MEV = 1e-3 * const.e
# hbar^2/(2m) in meV nm^2
KINETIC = const.hbar**2 / (2 * MASS_RATIO * const.m_e) / MEV * 1e18
HARTREE_IN_MEV = const.physical_constants["Hartree energy in eV"][0] * 1e3


def bound_count(width, depth):
    z0 = 0.5 * width * np.sqrt(depth / KINETIC)
    return int(np.ceil(2 * z0 / np.pi))


def bisect_level(n, z0, halvings=45):
    """Root of z + arcsin(z/z0) - n*pi/2 in (0, z0), with its history."""
    low, high = 0.0, z0
    history = []
    for _ in range(halvings):
        middle = 0.5 * (low + high)
        value = middle + np.arcsin(middle / z0) - n * np.pi / 2
        history.append((middle, value))
        if value < 0:
            low = middle
        else:
            high = middle
    return 0.5 * (low + high), history


def grid_hamiltonian(width, depth, cells, barrier):
    """Diagonal, off-diagonal and node indices; hard walls at the far ends.

    The well edges lie on nodes, where the mean of both potentials is used.
    """
    step = width / cells
    edge = cells // 2
    last = edge + int(round(barrier / step))
    index = np.arange(-last + 1, last)
    potential = np.where(np.abs(index) > edge, depth, 0.0)
    potential[np.abs(index) == edge] = 0.5 * depth
    diagonal = 2 * KINETIC / step**2 + potential
    off_diagonal = np.full(len(index) - 1, -KINETIC / step**2)
    return diagonal, off_diagonal, index


def grid_energies(width, depth, cells, barrier, ceiling):
    diagonal, off_diagonal, _ = grid_hamiltonian(width, depth, cells, barrier)
    return eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                            select="v", select_range=(0.0, ceiling))


def grid_states(width, depth, cells, barrier):
    """Energies below the barrier top and probabilities outside the well."""
    diagonal, off_diagonal, index = grid_hamiltonian(
        width, depth, cells, barrier)
    energies, vectors = eigh_tridiagonal(
        diagonal, off_diagonal, select="v", select_range=(0.0, depth))
    edge = cells // 2
    weight = np.where(np.abs(index) > edge, 1.0, 0.0)
    weight[np.abs(index) == edge] = 0.5
    outside = weight @ vectors**2 / np.sum(vectors**2, axis=0)
    return energies, outside


# Derived formulas applied to the posed well
half_width = WIDTH / 2
k0 = np.sqrt(DEPTH / KINETIC)
z0 = k0 * half_width
count = bound_count(WIDTH, DEPTH)
solutions = [bisect_level(n, z0) for n in range(1, count + 1)]
roots = np.array([solution[0] for solution in solutions])
energies = DEPTH * (roots / z0)**2
kappa = np.sqrt((DEPTH - energies) / KINETIC)
outside = (energies / DEPTH) / (1 + kappa * half_width)
levels = np.arange(1, 4)
hard_wall = KINETIC * (np.pi * levels / WIDTH)**2

# The roots must satisfy the separate even and odd matching conditions
for n, z in enumerate(roots, start=1):
    inside_slope = z * np.tan(z) if n % 2 == 1 else -z / np.tan(z)
    assert abs(inside_slope - np.sqrt(z0**2 - z**2)) < 1e-9

# Energies and outside probabilities from diagonalization; the leading
# grid error is quadratic in the step and is removed by extrapolation
coarse_e, coarse_p = grid_states(WIDTH, DEPTH, 200, 150.0)
fine_e, fine_p = grid_states(WIDTH, DEPTH, 400, 150.0)
assert len(coarse_e) == len(fine_e) == count
grid_e = (4 * fine_e - coarse_e) / 3
grid_p = (4 * fine_p - coarse_p) / 3
assert np.max(np.abs(grid_e - energies)) < 1e-3
assert np.max(np.abs(grid_p - outside)) < 1e-4

# Number of states for other widths, with pairs on both sides of thresholds
test_widths = [2.0, 4.6, 4.9, 9.3, 9.7, 14.0, 14.5, 20.0]
grid_counts = [len(grid_energies(w, DEPTH, 100, 200.0, DEPTH))
               for w in test_widths]
formula_counts = [bound_count(w, DEPTH) for w in test_widths]
assert grid_counts == formula_counts

# Infinite walls: no barrier region, end walls at the well edges
wall_coarse = grid_energies(WIDTH, 0.0, 200, 0.0, 600.0)
wall_fine = grid_energies(WIDTH, 0.0, 400, 0.0, 600.0)
assert len(wall_fine) == len(wall_coarse) == 3
assert np.max(np.abs((4 * wall_fine - wall_coarse) / 3 - hard_wall)) < 1e-3
assert np.all(energies < hard_wall[:count])

print(f"well width L = {WIDTH:.1f} nm, half-width a = {half_width:.1f} nm")
print(f"well depth V0 = {DEPTH:.1f} meV")
print(f"effective mass = {MASS_RATIO:.3f} electron masses")
print(f"hbar^2/(2m) = {KINETIC:.3f} meV nm^2")
print(f"k0 = {k0:.5f} 1/nm")
print(f"z0 = {z0:.5f} (dimensionless)")
print(f"2 z0/pi = {2 * z0 / np.pi:.5f} (dimensionless)")
print(f"number of bound states N = {count}")
for n in (2, 3, 4):
    print(f"state {n} appears above width {(n - 1) * np.pi / k0:.3f} nm")
print("bisection for n = 1: halving, midpoint z, g(z) (dimensionless)")
for number, (middle, value) in enumerate(solutions[0][1][:8], start=1):
    print(f"  {number}  {middle:.5f}  {value:+.5f}")
print(f"halvings used per level: {len(solutions[0][1])}")
for i in range(count):
    print(f"state {i + 1}: z = {roots[i]:.6f} (dimensionless)")
    print(f"  energy = {energies[i]:.3f} meV"
          f" = {energies[i] / HARTREE_IN_MEV:.7f} hartree")
    print(f"  energy from diagonalization = {grid_e[i]:.3f} meV")
    print(f"  binding energy V0 - E = {DEPTH - energies[i]:.3f} meV")
    print(f"  kappa = {kappa[i]:.5f} 1/nm,"
          f" decay length 1/kappa = {1 / kappa[i]:.3f} nm")
    print(f"  probability outside = {outside[i]:.4f},"
          f" from diagonalization = {grid_p[i]:.4f}")
for n, energy in zip(levels, hard_wall):
    print(f"infinite-wall level {n} = {energy:.3f} meV")
print(f"infinite-wall levels below V0: {np.sum(hard_wall < DEPTH)}")
print("width in nm: states from diagonalization, states from formula")
for w, by_grid, by_formula in zip(test_widths, grid_counts, formula_counts):
    print(f"  {w:.1f}: {by_grid}, {by_formula}")
print("tests ok")
```

Running it gives:

```
well width L = 10.0 nm, half-width a = 5.0 nm
well depth V0 = 250.0 meV
effective mass = 0.067 electron masses
hbar^2/(2m) = 568.654 meV nm^2
k0 = 0.66305 1/nm
z0 = 3.31525 (dimensionless)
2 z0/pi = 2.11055 (dimensionless)
number of bound states N = 3
state 2 appears above width 4.738 nm
state 3 appears above width 9.476 nm
state 4 appears above width 14.214 nm
bisection for n = 1: halving, midpoint z, g(z) (dimensionless)
  1  1.65762  +0.61043
  2  0.82881  -0.48930
  3  1.24322  +0.05682
  4  1.03601  -0.21696
  5  1.13962  -0.08027
  6  1.19142  -0.01178
  7  1.21732  +0.02250
  8  1.20437  +0.00536
halvings used per level: 45
state 1: z = 1.200319 (dimensionless)
  energy = 32.772 meV = 0.0012043 hartree
  energy from diagonalization = 32.772 meV
  binding energy V0 - E = 217.228 meV
  kappa = 0.61806 1/nm, decay length 1/kappa = 1.618 nm
  probability outside = 0.0320, from diagonalization = 0.0320
state 2: z = 2.352614 (dimensionless)
  energy = 125.895 meV = 0.0046266 hartree
  energy from diagonalization = 125.895 meV
  binding energy V0 - E = 124.105 meV
  kappa = 0.46716 1/nm, decay length 1/kappa = 2.141 nm
  probability outside = 0.1510, from diagonalization = 0.1510
state 3: z = 3.282425 (dimensionless)
  energy = 245.074 meV = 0.0090063 hartree
  energy from diagonalization = 245.074 meV
  binding energy V0 - E = 4.926 meV
  kappa = 0.09307 1/nm, decay length 1/kappa = 10.745 nm
  probability outside = 0.6690, from diagonalization = 0.6690
infinite-wall level 1 = 56.124 meV
infinite-wall level 2 = 224.496 meV
infinite-wall level 3 = 505.115 meV
infinite-wall levels below V0: 2
width in nm: states from diagonalization, states from formula
  2.0: 1, 1
  4.6: 1, 1
  4.9: 2, 2
  9.3: 2, 2
  9.7: 3, 3
  14.0: 3, 3
  14.5: 4, 4
  20.0: 5, 5
tests ok
```
